# Spinor Factorization of Null Momenta and Little-Group Scaling: a program that tests the result

```python
"""
Spinor-helicity variables for massless particles.
Result under test: for null p, P = p0 + p.sigma = lambda lambda~^T;
<ij>[ij] = 2 p_i.p_j; an amplitude scales as t^(-2h) for an outgoing leg
of helicity h (t^(+2h) if incoming) under lambda -> t lambda,
lambda~ -> lambda~/t.
Symbols: p = (E/c, px, py, pz), metric (+,-,-,-);
<ij> and [ij] are 2x2 determinants of lambda's and of lambda~'s.
T is the e-(1) e+(2) -> photon(3) photon(4) tree amplitude with the
coupling removed and the electron mass neglected.
A 'roll' is a rotation about z made before a leg is turned to its direction.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

rng = np.random.default_rng(7)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma0 = np.block([[zero2, one2], [one2, zero2]])
gammas = [np.block([[zero2, s], [-s, zero2]]) for s in sigma]
spin_dirac = [np.kron(one2, s) / 2 for s in sigma]
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
spin_vector = [-1j * levi[k] for k in range(3)]


def dot(p, q):
    return p[0] * q[0] - p[1] * q[1] - p[2] * q[2] - p[3] * q[3]


def matrix(p):
    return p[0] * one2 + np.einsum('k,kab->ab', p[1:], sigma)


def slash(p):
    return p[0] * gamma0 - sum(p[k + 1] * gammas[k] for k in range(3))


def bracket(x, y):
    return x[0] * y[1] - x[1] * y[0]


def factorize(p):
    P = matrix(p)
    root = np.sqrt(complex(P[0, 0]))
    return P[:, 0] / root, P[0, :] / root


def angles(p):
    return np.arctan2(np.hypot(p[1], p[2]), p[3]), np.arctan2(p[2], p[1])


def turn(generators, p, roll):
    theta, phi = angles(p)
    return (expm(-1j * phi * generators[2]) @ expm(-1j * theta * generators[1])
            @ expm(-1j * roll * generators[2]))


def spinor(p, roll):
    theta, phi = angles(p)
    return np.sqrt(2 * p[0]) * np.exp(-0.5j * roll) * np.array(
        [np.exp(-0.5j * phi) * np.cos(theta / 2),
         np.exp(0.5j * phi) * np.sin(theta / 2)])


def dirac_spinor(p, roll):
    return np.sqrt(2 * p[0]) * turn(spin_dirac, p, roll) @ np.array([0, 0, 1, 0])


def polarization(p, roll, h):
    along_z = np.array([-h, -1j, 0]) / np.sqrt(2)
    return turn(spin_vector, p, roll) @ along_z


def diagrams(mom, rolls, h3, h4, gauge_shift=0.0):
    """Sum of the two Feynman diagrams from explicit wavefunctions."""
    p1, p2, p3, p4 = mom
    u = dirac_spinor(p1, rolls[0])
    vbar = dirac_spinor(p2, rolls[1]).conj() @ gamma0
    e3 = np.concatenate([[0], polarization(p3, rolls[2], h3).conj()])
    e4 = np.concatenate([[0], polarization(p4, rolls[3], h4).conj()])
    e3 = e3 + gauge_shift * p3
    ka, kb = p1 - p4, p1 - p3
    chain = (slash(e3) @ slash(ka) @ slash(e4) / dot(ka, ka)
             + slash(e4) @ slash(kb) @ slash(e3) / dot(kb, kb))
    return vbar @ chain @ u


def closed_form(lam, til):
    """Amplitude for photon helicities 3:+1, 4:-1, legs counted from 0."""
    return (-2 * bracket(til[1], til[2]) * bracket(lam[0], lam[3])
            / (bracket(lam[0], lam[2]) * bracket(til[0], til[3])))


def null_vector(energy, direction):
    return energy * np.concatenate([[1], direction / np.linalg.norm(direction)])


def final_state(p1, p2, direction):
    total = p1 + p2
    n = direction / np.linalg.norm(direction)
    p3 = null_vector(dot(total, total) / (2 * (total[0] - total[1:] @ n)), n)
    return [p1, p2, p3, total - p3]


# Complex null momenta: factorization and bracket product
worst_factor = worst_product = 0.0
for _ in range(50):
    pair = []
    for _ in range(2):
        v = rng.normal(size=3) + 1j * rng.normal(size=3)
        pair.append(np.concatenate([[np.sqrt(v @ v)], v]))
    spinors = [factorize(p) for p in pair]
    for p, (l, m) in zip(pair, spinors):
        scale = np.abs(matrix(p)).max() + np.abs(l).max() * np.abs(m).max()
        scale += np.abs(np.outer(l, m)).max()
        worst_factor = max(worst_factor,
                           np.abs(np.outer(l, m) - matrix(p)).max() / scale)
    (l1, m1), (l2, m2) = spinors
    size = 1 + (np.linalg.norm(l1) * np.linalg.norm(l2)
                * np.linalg.norm(m1) * np.linalg.norm(m2))
    worst_product = max(worst_product, abs(
        bracket(l1, l2) * bracket(m1, m2) - 2 * dot(*pair)) / size)
assert worst_factor < 1e-10 and worst_product < 1e-10

# A massive momentum must fail to factorize, by p^2/P11
massive = np.array([5.0, 0.0, 0.0, 4.0])
l, m = factorize(massive)
residue = (matrix(massive) - np.outer(l, m))[1, 1].real
assert abs(residue - dot(massive, massive) / matrix(massive)[0, 0].real) < 1e-12
assert residue > 0.5

# Random frames and rolls: diagrams against the closed form, with phase
worst_amplitude = worst_equal = worst_gauge = 0.0
for _ in range(20):
    mom = final_state(null_vector(rng.uniform(1, 4), rng.normal(size=3)),
                      null_vector(rng.uniform(1, 4), rng.normal(size=3)),
                      rng.normal(size=3))
    rolls = rng.uniform(-3, 3, size=4)
    lam = [spinor(p, r) for p, r in zip(mom, rolls)]
    til = [x.conj() for x in lam]
    for p, x in zip(mom, lam):
        assert np.allclose(np.outer(x, x.conj()), matrix(p), atol=1e-9)
    direct = diagrams(mom, rolls, 1, -1)
    scale = 1 + abs(direct)
    worst_amplitude = max(worst_amplitude,
                          abs(direct - closed_form(lam, til)) / scale)
    worst_gauge = max(worst_gauge, abs(
        direct - diagrams(mom, rolls, 1, -1, gauge_shift=0.7)) / scale)
    for h in (1, -1):
        worst_equal = max(worst_equal, abs(diagrams(mom, rolls, h, h)) / scale)
    swapped = closed_form([lam[0], lam[1], lam[3], lam[2]],
                          [til[0], til[1], til[3], til[2]])
    other = diagrams(mom, rolls, -1, 1)
    assert abs(other - swapped) < 1e-8 * (1 + abs(other))
    # Spinor form of the polarizations, equal up to a multiple of P
    mu = rng.normal(size=2) + 1j * rng.normal(size=2)
    forms = {1: np.sqrt(2) * np.outer(mu, til[2]) / bracket(mu, lam[2]),
             -1: np.sqrt(2) * np.outer(lam[2], mu) / bracket(til[2], mu)}
    for h, form in forms.items():
        e = np.concatenate([[0], polarization(mom[2], rolls[2], h).conj()])
        gap = form - matrix(e)
        P3 = matrix(mom[2])
        rest = gap - np.trace(gap) / np.trace(P3) * P3
        assert np.abs(rest).max() < 1e-9 * (1 + np.abs(form).max())
assert max(worst_amplitude, worst_equal, worst_gauge) < 1e-8

# Worked example, momenta in GeV/c
beam, theta3, phi3 = 5.0, np.radians(60), np.radians(90)
direction3 = np.array([np.sin(theta3) * np.cos(phi3),
                       np.sin(theta3) * np.sin(phi3), np.cos(theta3)])
mom = final_state(np.array([beam, 0, 0, beam]), np.array([beam, 0, 0, -beam]),
                  direction3)
rolls = np.array([-angles(p)[1] for p in mom])
lam = [spinor(p, r) for p, r in zip(mom, rolls)]
til = [x.conj() for x in lam]
T_direct, T_closed = diagrams(mom, rolls, 1, -1), closed_form(lam, til)
assert abs(T_direct - T_closed) < 1e-10
T_squared = abs(T_direct) ** 2
assert abs(T_squared - 4 * dot(mom[0], mom[3]) / dot(mom[0], mom[2])) < 1e-9

# Helicities from spin operators; v of a positron carries the opposite sign
helicity = []
for k, p in enumerate(mom):
    n = p[1:] / p[0]
    if k < 2:
        w, ops, sign = dirac_spinor(p, rolls[k]), spin_dirac, (1, -1)[k]
        assert np.abs(slash(p) @ w).max() < 1e-10
    else:
        w, ops, sign = polarization(p, rolls[k], (1, -1)[k - 2]), spin_vector, 1
    J = sum(n[i] * ops[i] for i in range(3))
    value = (w.conj() @ J @ w / (w.conj() @ w)).real
    assert np.abs(J @ w - value * w).max() < 1e-10
    helicity.append(sign * value)

# Scaling exponents: rolled diagrams (|t|=1) and closed form (real t)
exponent_roll, exponent_real = [], []
delta, t = 0.4, 1.7
for k in range(4):
    rolled = rolls.copy()
    rolled[k] += delta
    ratio = diagrams(mom, rolled, 1, -1) / T_direct
    exponent_roll.append(np.angle(ratio) / (-delta / 2))
    lam_t, til_t = list(lam), list(til)
    lam_t[k], til_t[k] = t * lam[k], til[k] / t
    ratio = closed_form(lam_t, til_t) / T_closed
    assert abs(ratio.imag) < 1e-10 and ratio.real > 0
    exponent_real.append(np.log(ratio.real) / np.log(t))
    expected = (2 if k < 2 else -2) * helicity[k]
    assert abs(exponent_roll[k] - expected) < 1e-9
    assert abs(exponent_real[k] - expected) < 1e-9


def show(z):
    z = complex(z)
    return f"{round(z.real, 4) + 0.0:.4f}{round(z.imag, 4) + 0.0:+.4f}i"


print(f"beam energy: {beam:.1f} GeV; photon 3 polar angle "
      f"{np.degrees(theta3):.0f} deg, azimuth {np.degrees(phi3):.0f} deg")
mass_ratio = const.m_e * const.c**2 / (beam * 1e9 * const.e)
print(f"neglected electron rest energy / beam energy: {mass_ratio:.2e}")
for k, p in enumerate(mom):
    print(f"p{k+1} (GeV/c):", ", ".join(f"{round(x, 4) + 0.0:.4f}" for x in p))
for k, x in enumerate(lam):
    print(f"lambda{k+1} (sqrt(GeV/c)): {show(x[0])}, {show(x[1])}")
for i in range(4):
    for j in range(i + 1, 4):
        ang, sq = bracket(lam[i], lam[j]), bracket(til[i], til[j])
        twice = 2 * dot(mom[i], mom[j])
        assert abs(ang * sq - twice) < 1e-10
        print(f"<{i+1}{j+1}> = {show(ang)}, [{i+1}{j+1}] = {show(sq)} GeV/c")
        print(f"  product {(ang*sq).real:.4f}, 2p{i+1}.p{j+1} "
              f"{twice:.4f} (GeV/c)^2")
si_value = abs(bracket(lam[0], lam[2])) * 1e9 * const.e / const.c
print(f"|<13>| in SI: {si_value:.4e} kg m/s")
print(f"T from diagrams: {show(T_direct)} (dimensionless)")
print(f"T from brackets: {show(T_closed)} (dimensionless)")
print(f"|T|^2: {T_squared:.4f} (dimensionless)")
for k in range(4):
    side = "incoming" if k < 2 else "outgoing"
    print(f"leg {k+1} {side}: helicity {helicity[k]:+.2f} hbar, exponent "
          f"{exponent_roll[k]:+.4f} (roll), {exponent_real[k]:+.4f} (real t)")
print(f"massive test momentum: p^2 = {dot(massive, massive):.4f} (GeV/c)^2, "
      f"residue {residue:.4f} GeV/c")
print(f"largest relative gap, diagrams vs brackets: {worst_amplitude:.1e}")
print(f"largest relative equal-helicity amplitude: {worst_equal:.1e}")
print(f"largest relative gauge-shift change: {worst_gauge:.1e}")
print("PASS")
```

Running it gives:

```
beam energy: 5.0 GeV; photon 3 polar angle 60 deg, azimuth 90 deg
neglected electron rest energy / beam energy: 1.02e-04
p1 (GeV/c): 5.0000, 0.0000, 0.0000, 5.0000
p2 (GeV/c): 5.0000, 0.0000, 0.0000, -5.0000
p3 (GeV/c): 5.0000, 0.0000, 4.3301, 2.5000
p4 (GeV/c): 5.0000, 0.0000, -4.3301, -2.5000
lambda1 (sqrt(GeV/c)): 3.1623+0.0000i, 0.0000+0.0000i
lambda2 (sqrt(GeV/c)): 0.0000+0.0000i, 3.1623+0.0000i
lambda3 (sqrt(GeV/c)): 2.7386+0.0000i, 0.0000+1.5811i
lambda4 (sqrt(GeV/c)): 1.5811+0.0000i, 0.0000-2.7386i
<12> = 10.0000+0.0000i, [12] = 10.0000+0.0000i GeV/c
  product 100.0000, 2p1.p2 100.0000 (GeV/c)^2
<13> = 0.0000+5.0000i, [13] = 0.0000-5.0000i GeV/c
  product 25.0000, 2p1.p3 25.0000 (GeV/c)^2
<14> = 0.0000-8.6603i, [14] = 0.0000+8.6603i GeV/c
  product 75.0000, 2p1.p4 75.0000 (GeV/c)^2
<23> = -8.6603+0.0000i, [23] = -8.6603+0.0000i GeV/c
  product 75.0000, 2p2.p3 75.0000 (GeV/c)^2
<24> = -5.0000+0.0000i, [24] = -5.0000+0.0000i GeV/c
  product 25.0000, 2p2.p4 25.0000 (GeV/c)^2
<34> = 0.0000-10.0000i, [34] = 0.0000+10.0000i GeV/c
  product 100.0000, 2p3.p4 100.0000 (GeV/c)^2
|<13>| in SI: 2.6721e-18 kg m/s
T from diagrams: 0.0000+3.4641i (dimensionless)
T from brackets: 0.0000+3.4641i (dimensionless)
|T|^2: 12.0000 (dimensionless)
leg 1 incoming: helicity +0.50 hbar, exponent +1.0000 (roll), +1.0000 (real t)
leg 2 incoming: helicity -0.50 hbar, exponent -1.0000 (roll), -1.0000 (real t)
leg 3 outgoing: helicity +1.00 hbar, exponent -2.0000 (roll), -2.0000 (real t)
leg 4 outgoing: helicity -1.00 hbar, exponent +2.0000 (roll), +2.0000 (real t)
massive test momentum: p^2 = 9.0000 (GeV/c)^2, residue 1.0000 GeV/c
largest relative gap, diagrams vs brackets: 4.2e-15
largest relative equal-helicity amplitude: 7.5e-15
largest relative gauge-shift change: 9.6e-16
PASS
```
